# Keep-out radius around a through-silicon via for a p-type resistor

## The problem

A metal-filled via of radius $a=2.5$ µm passes through a wide silicon chip. After cooling, the via has shrunk more than the silicon and pulls on it. At the via edge the radial stress in the silicon is $S=325$ MPa, with tension counted as positive.

A small p-type resistor lies in the (001) plane near the via and carries its current along [110]. The piezoresistance coefficients are $\pi_{44}=1.381$ per GPa and, as round model values, $\pi_{11}=0.07$ and $\pi_{12}=-0.01$ per GPa. The value of $\pi_{44}$ is that of lightly doped silicon at room temperature. It falls at heavy doping, and at light doping it varies roughly as the inverse of the absolute temperature. A relative resistance change of magnitude $c=0.05$ is allowed.

How far from the via centre must the resistor be, whatever its position around the via?

Assume the following:

- The silicon is linearly elastic and isotropic, with shear modulus $G=65$ GPa and Poisson ratio 0.25.
- The via is long, and the silicon is in plane strain. Strains are measured from the state of freely contracted silicon, so its uniform thermal contraction is not counted.
- $S$ is the edge stress of the plane-strain field, far from the wafer surfaces. The disturbance of the field by a free surface is neglected here, and its size is estimated near the end.
- Resistivity changes linearly with stress, and the resistor is small compared with its distance from the via.

## A tempting solution

The via pulls on the silicon with a radial stress that falls as the inverse square of the distance $r$ from the via centre:

$$\sigma_r=S\,\frac{a^2}{r^2}.$$

Place the resistor so that its current points at the via. The stress then acts along the current, and the longitudinal coefficient for [110] is

$$\pi_L=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})=\tfrac12(0.07-0.01+1.381)=0.7205\ \text{per GPa}.$$

Setting $\pi_L\sigma_r=c$ gives

$$\frac{r}{a}=\sqrt{\frac{\pi_L S}{c}}=\sqrt{\frac{0.7205\times0.325}{0.05}}=\sqrt{4.683}=2.16 .$$

The resistor would have to stay 2.16 via radii from the centre.

## Where it fails

The inverse-square law is right, and so is the value of $\pi_L$. The fault is in using them together. The coefficient $\pi_L$ describes a bar under uniaxial stress, with no stress across the current. Silicon around a via is not in that state.

Radial equilibrium of a ring-shaped element, with $\sigma_\theta$ the hoop stress, requires

$$\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}=0 .$$

For $\sigma_r=Sa^2/r^2$ the first term is $-2Sa^2/r^3=-2\sigma_r/r$. The equation then becomes $-2\sigma_r+\sigma_r-\sigma_\theta=0$, so $\sigma_\theta=-\sigma_r$. A hoop compression as large as the radial tension is present at every distance, and the tempting solution leaves it out. Its effect on the resistance has to be found before one can say whether it helps or harms.

## The right solution

### The stress field

The inverse-square law itself was taken on trust above, so it is derived here. Let $u(r)$ be the radial displacement. The strains are $\varepsilon_r=u'$, $\varepsilon_\theta=u/r$ and $\varepsilon_z=0$. With the Lamé constant $\lambda$, Hooke's law reads

$$\sigma_r=\lambda\left(u'+\frac ur\right)+2Gu',\qquad
\sigma_\theta=\lambda\left(u'+\frac ur\right)+2G\frac ur .$$

Insert these into the equilibrium equation:

$$\lambda\left(u'+\frac ur\right)'+2G\left(u''+\frac{u'}{r}-\frac{u}{r^2}\right)=0 .$$

Since $(u/r)'=u'/r-u/r^2$, the second bracket is also $(u'+u/r)'$. Therefore

$$(\lambda+2G)\left(u'+\frac ur\right)'=0 ,$$

and $u'+u/r$ is a constant, called $2A$. Multiplication by $r$ gives $(ru)'=2Ar$. Integrating once more, with a second constant $B$,

$$ru=Ar^2+B,\qquad u=Ar+\frac Br .$$

Far from the via the strain must vanish, so $A=0$. Then $\varepsilon_r=-B/r^2$ and $\varepsilon_\theta=B/r^2$. Their sum is zero, the $\lambda$ terms drop out, and $\sigma_r=-2GB/r^2$. The condition $\sigma_r(a)=S$ fixes $B=-Sa^2/(2G)$. The negative sign means that the silicon moves toward the via, as it should. The full field is

$$\sigma_r=s,\qquad \sigma_\theta=-s,\qquad \sigma_z=\lambda(\varepsilon_r+\varepsilon_\theta)=0,\qquad s\equiv S\,\frac{a^2}{r^2}.$$

### The resistance change for a general stress

Let $x,y,z$ be the cube axes of the crystal. For a cubic crystal the linear law is

$$\frac{\Delta\rho_{xx}}{\rho}=\pi_{11}\sigma_{xx}+\pi_{12}(\sigma_{yy}+\sigma_{zz}),\qquad
\frac{\Delta\rho_{xy}}{\rho}=\pi_{44}\sigma_{xy},$$

and the other components follow by exchanging axes. The shape of the resistor fixes the current direction $\mathbf n=(1,1,0)/\sqrt2$. The voltage measures the field component along $\mathbf n$, so the relevant quantity is $\mathbf n\cdot\Delta\rho\cdot\mathbf n$. Changes in the shape of the resistor are left for later. The two equal off-diagonal terms each carry a factor $\tfrac12$, which gives

$$\frac{\Delta R}{R}=\frac{\Delta\rho_{xx}+\Delta\rho_{yy}}{2\rho}+\frac{\Delta\rho_{xy}}{\rho}
=\tfrac12(\pi_{11}+\pi_{12})(\sigma_{xx}+\sigma_{yy})+\pi_{12}\sigma_{zz}+\pi_{44}\sigma_{xy}.$$

Now use the stress $\sigma_L$ along the current and the stress $\sigma_T$ across it in the plane, along $(-1,1,0)/\sqrt2$:

$$\sigma_L=\tfrac12(\sigma_{xx}+\sigma_{yy})+\sigma_{xy},\qquad
\sigma_T=\tfrac12(\sigma_{xx}+\sigma_{yy})-\sigma_{xy}.$$

Their sum is $\sigma_{xx}+\sigma_{yy}$ and their difference is $2\sigma_{xy}$. Hence

$$\frac{\Delta R}{R}=\tfrac12(\pi_{11}+\pi_{12})(\sigma_L+\sigma_T)+\pi_{12}\sigma_z+\tfrac12\pi_{44}(\sigma_L-\sigma_T).$$

With $\sigma_T=\sigma_z=0$ this returns the coefficient $\pi_L$ of the tempting solution. The last term shows what was lost: a compression across the current raises the resistance almost as much as a tension along it does. The coefficient is $\tfrac12(\pi_{44}-\pi_{11}-\pi_{12})=0.66$ per GPa, against $0.72$ per GPa for $\pi_L$. The hoop stress therefore adds to the effect of the radial stress.

### Every position around the via

Let $\varphi$ be the angle between the current and the line from the via centre to the resistor. Projecting the radial and hoop stresses on the two directions gives

$$\sigma_L=s\cos^2\varphi-s\sin^2\varphi=s\cos2\varphi,\qquad
\sigma_T=s\sin^2\varphi-s\cos^2\varphi=-s\cos2\varphi .$$

The sum vanishes, $\sigma_z$ is zero, and $\pi_{11}$ and $\pi_{12}$ drop out. The difference is $2s\cos2\varphi$, so

$$\frac{\Delta R}{R}=\pi_{44}\,S\,\frac{a^2}{r^2}\cos2\varphi .$$

The magnitude is largest when $|\cos2\varphi|=1$. At $\varphi=0$ the current points at the via and the resistance rises. At $\varphi=90^\circ$ the current runs past the via, the hoop compression lies along it, and the resistance falls by the same amount. Setting the largest magnitude equal to $c$ gives the keep-out radius

$$r_K=a\sqrt{\frac{\pi_{44}S}{c}} .$$

Since the change decreases steadily with $r$, every position outside this circle meets the criterion.

### Numbers

With $S=0.325$ GPa,

$$\pi_{44}S=1.381\times0.325=0.4488,\qquad
\frac{0.4488}{0.05}=8.976,\qquad
\frac{r_K}{a}=\sqrt{8.976}=2.996 .$$

The keep-out radius is close to three via radii, or 7.5 µm for this via. It is measured from the via centre, so the clear gap from the via edge is about two via radii, or 5.0 µm.

At the 2.16 radii of the tempting solution, the change would be $0.4488/4.683=9.6$ percent, nearly twice the allowed value. At $2a$ it is 11.2 percent, and at $5a$ it is 1.8 percent. The stress at the keep-out radius is 36.2 MPa, about one ninth of the edge stress. The linear piezoresistance law thus has to hold at this modest stress for the radius to be right. Its value at the via edge, a change of 45 percent, is a far longer extrapolation and is not needed.

The numerical output below includes a test of this result by another route. The stress is found there by minimizing the elastic energy, without assuming an inverse-square law, and the full stress tensor is put into the cubic law. The radius is again 2.996 via radii. It stays there when $\pi_{11}$ and $\pi_{12}$ are raised to 1.0 and 0.8 per GPa, which confirms that they drop out.

## The shape of the forbidden region

Within this model, the circle is the safe choice when the position around the via is not known in advance. For a known angle, the condition $|\Delta R/R|=c$ gives the contour

$$r(\varphi)=r_K\sqrt{|\cos2\varphi|},$$

wherever this exceeds $a$. It has four lobes, two along the current direction and two across it. At $\varphi=30^\circ$, where $\cos2\varphi=\tfrac12$, the distance falls to $2.996\times0.7071=2.12$ via radii.

At $\varphi=45^\circ$ the linear change vanishes. The silicon is still stressed there, but $\sigma_L$ and $\sigma_T$ are both zero, and what remains is a shear between the two directions. That shear does not enter $\Delta R/R$ for a [110] current. A layout that relies on this direction needs the angle to be well controlled, because the cancellation is lost on either side of it.

## What the estimate leaves out

**Change of shape.** A resistor of length $l$, width $w$ and thickness $t$ has $R=\rho l/(wt)$. To first order,

$$\frac{\Delta R}{R}=\frac{\Delta\rho}{\rho}+\varepsilon_l-\varepsilon_w-\varepsilon_t .$$

At $\varphi=0$ the length lies along the radius, so $\varepsilon_l=s/(2G)$, $\varepsilon_w=-s/(2G)$ and $\varepsilon_t=0$. The shape adds $s/G$, which replaces $\pi_{44}$ by $\pi_{44}+1/G$. With $1/G=0.0154$ per GPa the radius becomes 3.013 via radii, an increase of about 0.6 percent relative to $r_K$. Neglecting the shape was justified.

**Length of the resistor.** Let a uniform resistor of length $l$ lie along the radius with its centre at $r$. The average of $a^2/x^2$ over its length is

$$\frac{a^2}{l}\int_{r-l/2}^{r+l/2}\frac{dx}{x^2}
=\frac{a^2}{l}\left(\frac1{r-l/2}-\frac1{r+l/2}\right)=\frac{a^2}{r^2-l^2/4}.$$

Its centre must therefore be at $\sqrt{r_K^2+l^2/4}$. For $l=a$ this is $\sqrt{8.976+0.25}=3.04$ via radii, still close to three.

**Free surface.** Near a free wafer surface the field is no longer one of plane strain. Real resistors lie there, and this correction is larger than the others in this section. Take a via with the same elastic constants as the silicon. Deep in the wafer the via carries an axial tension $2S$, and a free surface removes it. This adds the field of a pressure $2S$ on the end face of the via. At the surface itself the result is $\sigma_r=-\sigma_\theta=2(1-\nu)Sa^2/r^2$, with $\nu$ the Poisson ratio, which is 1.5 times the plane-strain value. The radius then grows to about 3.7 via radii. Slightly below the surface the stresses no longer cancel exactly in the sum $\sigma_L+\sigma_T$, and their decay departs from the inverse square. The radial stress right at the via edge is there only about half of $S$. The edge stress at the depth of a shallow resistor must therefore not be put into the formula for $r_K$: if that local stress were 325 MPa, the radius would be about five via radii.

**Elastic anisotropy.** Real silicon is a cubic crystal, and its stiffness depends on direction. The stress field around a via then differs from the isotropic one used here. For the same uniform radial pull at the via edge, this can enlarge the keep-out radius of a [110] resistor by about a tenth. The value 2.996 is therefore a result of the isotropic model, and a real layout needs a margin beyond it.

## A second case: current along [100]

The direction of the current was essential. For a current along the cube axis $x$, the resistance change is $\Delta\rho_{xx}/\rho$. The stresses along and across the current are again $\pm s\cos2\varphi$, now with $\varphi$ measured from [100], so

$$\frac{\Delta R}{R}=\pi_{11}\,s\cos2\varphi-\pi_{12}\,s\cos2\varphi=(\pi_{11}-\pi_{12})\,S\,\frac{a^2}{r^2}\cos2\varphi .$$

The large coefficient $\pi_{44}$ is absent. With the model values the change at the via edge is at most $0.08\times0.325=2.6$ percent. The change of shape adds $S/G=0.5$ percent there, and the total is still below five percent. This criterion then sets no keep-out distance at all. The conclusion depends on the chosen $\pi_{11}$ and $\pi_{12}$ and is shown only for the plane-strain field.

The criterion matters as well. Since $r_K$ varies as $c^{-1/2}$, a limit of 10 percent gives 2.12 via radii for the [110] resistor, while a limit of 1 percent gives 6.70. The value near three belongs to the isotropic plane-strain model with the five percent limit, the stated edge stress and a current along [110].

## Numbers as computed

```
edge stress S: 325 MPa
pi44: 1.381 1/GPa
allowed |dR/R|: 5 percent
via radius a (chosen): 2.5 um
shear modulus (chosen): 65 GPa
Poisson ratio (chosen): 0.25
pi11, pi12 (chosen): 0.07, -0.01 1/GPa
product pi44*S: 0.4488 (no unit)
pi44*S/c: 8.976 (no unit)
keep-out radius, formula: 2.996 via radii
keep-out radius, finite elements: 2.996 via radii
same with pi11=1.0, pi12=0.8 1/GPa: 2.996 via radii
keep-out radius from via centre: 7.49 um
gap from via edge: 4.99 um
radial stress at keep-out radius: 36.2 MPa
r = 1.5 a: radial stress 144.4 MPa, dR/R +19.95 percent (phi=0), -19.95 percent (phi=90 deg)
r = 2.0 a: radial stress 81.2 MPa, dR/R +11.22 percent (phi=0), -11.22 percent (phi=90 deg)
r = 3.0 a: radial stress 36.1 MPa, dR/R +4.99 percent (phi=0), -4.99 percent (phi=90 deg)
r = 5.0 a: radial stress 13.0 MPa, dR/R +1.80 percent (phi=0), -1.80 percent (phi=90 deg)
contour at phi=30 deg, formula: 2.119 via radii
contour at phi=30 deg, finite elements: 2.119 via radii
radius with shape change, formula: 3.013 via radii
radius with shape change, numerical: 3.014 via radii
[100] current, dR/R at via edge: 2.60 percent
keep-out radius for 1 percent: 6.70 via radii
keep-out radius for 10 percent: 2.12 via radii
```
